# Gaussian-process elastic bands with a final physical-force test: a program that tests the result

```python
"""
Claim under test: an elastic band relaxed on a Gaussian-process (GP) model of
energies and gradients, with physical calls placed by predicted force
uncertainty, reaches the true saddle when a final physical-force test passes.

Coordinates R = (x, y, q) in angstrom: hop, sideways and gate displacement.
Energy in eV, gradient g = dE/dR in eV/angstrom, physical force F = -g.
ell: GP length scale; sigma: GP energy scale; u: rms predicted force error.
The model surface has round parameters and represents no particular material.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import cho_solve, solve_triangular
from scipy.optimize import minimize, minimize_scalar

# Model surface
B, A, TILT = 0.8, 1.2, 0.1
BOW, GATE_OPENING, GATE_WIDTH = 0.6, 0.3, 0.5
K_Y, K_Q = 6.0, 8.0

# Band and learning controls
IMAGES, SPRING = 7, 5.0
FORCE_TOL, SURROGATE_TOL = 0.01, 0.002
UNCERTAINTY_GATE, CLIMB_GATE = 0.02, 0.2
STEP, STEP_CAP, MOVE_CAP = 0.05, 0.2, 0.3
OFFSET, JITTER = 10.0, 1e-8
ELL_GRID = np.geomspace(0.4, 2.0, 17)


def valley(x):
    return (BOW * (1 - x**2 / A**2),
            GATE_OPENING * np.exp(-x**2 / (2 * GATE_WIDTH**2)))


def energy(R):
    R = np.asarray(R)
    x, y, q = R[..., 0], R[..., 1], R[..., 2]
    hy, hq = valley(x)
    return (B * (x**2 / A**2 - 1)**2 + TILT * x
            + 0.5 * K_Y * (y - hy)**2 + 0.5 * K_Q * (q - hq)**2)


def gradient(R):
    R = np.asarray(R)
    x, y, q = R[..., 0], R[..., 1], R[..., 2]
    hy, hq = valley(x)
    gy, gq = K_Y * (y - hy), K_Q * (q - hq)
    gx = (4 * B * x / A**2 * (x**2 / A**2 - 1) + TILT
          + gy * 2 * BOW * x / A**2 + gq * x * hq / GATE_WIDTH**2)
    return np.stack([gx, gy, gq], axis=-1)


def covariance(P, Q, ell):
    """Scaled covariance; all energies come first, then all gradients."""
    n, m, dim = len(P), len(Q), P.shape[1]
    d = P[:, None, :] - Q[None, :, :]
    k = np.exp(-0.5 * np.sum(d**2, axis=2) / ell**2)
    slope = k[:, :, None] * d / ell**2
    curvature = k[:, :, None, None] * (
        np.eye(dim) / ell**2 - d[:, :, :, None] * d[:, :, None, :] / ell**4)
    K = np.empty((n * (dim + 1), m * (dim + 1)))
    K[:n, :m] = OFFSET + k
    K[:n, m:] = slope.reshape(n, m * dim)
    K[n:, :m] = -slope.transpose(0, 2, 1).reshape(n * dim, m)
    K[n:, m:] = curvature.transpose(0, 2, 1, 3).reshape(n * dim, m * dim)
    return K


class EnergyForceGP:
    def __init__(self, X, E, G):
        self.X = np.array(X)
        self.y = np.concatenate([np.array(E), np.array(G).ravel()])
        best = -np.inf
        for ell in ELL_GRID:
            K = covariance(self.X, self.X, ell)
            K[np.diag_indices_from(K)] += JITTER
            L = np.linalg.cholesky(K)
            weights = cho_solve((L, True), self.y)
            variance = self.y @ weights / len(self.y)
            score = (-0.5 * len(self.y) * np.log(variance)
                     - np.sum(np.log(np.diag(L))))
            if score > best:
                best = score
                self.ell, self.K, self.L = ell, K, L
                self.weights, self.sigma = weights, np.sqrt(variance)

    def predict(self, R):
        mean = covariance(R, self.X, self.ell) @ self.weights
        return mean[:len(R)], mean[len(R):].reshape(R.shape)

    def force_std(self, R):
        cross = covariance(R, self.X, self.ell)[len(R):]
        V = solve_triangular(self.L, cross.T, lower=True)
        var = 1 / self.ell**2 - np.sum(V**2, axis=0)
        var = np.maximum(var, 0).reshape(R.shape)
        return self.sigma * np.sqrt(var.sum(axis=1))


def band_forces(path, E, G, climb):
    """Return band forces and residuals that exclude artificial springs."""
    forward, backward = path[2:] - path[1:-1], path[1:-1] - path[:-2]
    ef, eb = E[2:] - E[1:-1], E[1:-1] - E[:-2]
    big = np.maximum(abs(ef), abs(eb))
    small = np.minimum(abs(ef), abs(eb))
    up, down = (ef > 0) & (eb > 0), (ef < 0) & (eb < 0)
    next_high = E[2:] > E[:-2]
    wf = np.where(up, 1, np.where(down, 0, np.where(next_high, big, small)))
    wb = np.where(up, 0, np.where(down, 1, np.where(next_high, small, big)))
    tangent = wf[:, None] * forward + wb[:, None] * backward
    tangent /= np.linalg.norm(tangent, axis=1)[:, None]
    F = -G[1:-1]
    parallel = np.sum(F * tangent, axis=1)[:, None] * tangent
    physical = F - parallel
    stretch = (np.linalg.norm(forward, axis=1)
               - np.linalg.norm(backward, axis=1))
    total = physical + SPRING * stretch[:, None] * tangent
    if climb:
        top = np.argmax(E[1:-1])
        physical[top] = F[top]
        total[top] = F[top] - 2 * parallel[top]
    return total, np.linalg.norm(physical, axis=1)


def capped_step(force, step):
    move = step * force
    length = np.linalg.norm(move, axis=1)
    return move * np.minimum(1, STEP_CAP / np.maximum(length, 1e-15))[:, None]


def straight_band(start, end, images):
    return start + np.linspace(0, 1, images + 2)[:, None] * (end - start)


def gp_band(start, end, selection):
    zero = energy(start)
    path = straight_band(start, end, IMAGES)
    X = [start.copy(), end.copy(), path[(IMAGES + 1) // 2].copy()]
    E = [energy(R) - zero for R in X]
    G = [gradient(R) for R in X]
    history, errors, verifications = [], [], 0
    converged = False
    for round_number in range(80):
        gp = EnergyForceGP(X, E, G)
        climb = gp.force_std(path[1:-1]).max() < CLIMB_GATE
        origin = path.copy()
        for _ in range(300):
            em, gm = gp.predict(path)
            total, _ = band_forces(path, em, gm, climb)
            if np.linalg.norm(total, axis=1).max() < SURROGATE_TOL:
                break
            trial = path.copy()
            trial[1:-1] += capped_step(total, STEP)
            if np.linalg.norm(trial - origin, axis=1).max() > MOVE_CAP:
                break
            path = trial
        em, gm = gp.predict(path)
        total, _ = band_forces(path, em, gm, climb)
        model_residual = np.linalg.norm(total, axis=1).max()
        u = gp.force_std(path[1:-1])
        # Diagnostic only: these values do not guide the search or enter data.
        _, diagnostic = band_forces(path, energy(path) - zero,
                                    gradient(path), climb)
        history.append((round_number + 1, len(X), int(climb), gp.ell,
                        u.max(), model_residual, diagnostic.max()))
        if climb and u.max() < UNCERTAINTY_GATE:
            verifications += 1
            true_e = np.array([energy(R) - zero for R in path[1:-1]])
            true_g = np.array([gradient(R) for R in path[1:-1]])
            X.extend(path[1:-1].copy())
            E.extend(true_e)
            G.extend(true_g)
            all_e = np.concatenate([[E[0]], true_e, [E[1]]])
            all_g = np.vstack([G[0], true_g, G[1]])
            _, residual = band_forces(path, all_e, all_g, True)
            if residual.max() < FORCE_TOL:
                converged = True
                break
        else:
            pick = (int(np.argmax(u)) if selection == "uncertainty"
                    else round_number % IMAGES)
            R = path[pick + 1].copy()
            true_g = gradient(R)
            errors.append((np.linalg.norm(true_g - gm[pick + 1]), u[pick]))
            X.append(R)
            E.append(energy(R) - zero)
            G.append(true_g)
    return dict(path=path, calls=len(X), converged=converged,
                history=history, errors=np.array(errors),
                verifications=verifications)


def direct_band(start, end, images, step, equal_spacing=False):
    path = straight_band(start, end, images)
    for iteration in range(5000):
        total, residual = band_forces(path, energy(path), gradient(path), True)
        measure = (np.linalg.norm(total, axis=1).max() if equal_spacing
                   else residual.max())
        if measure < FORCE_TOL:
            return path, images * (iteration + 1) + 2, True
        path[1:-1] += capped_step(total, step)
    return path, images * 5000 + 2, False


# Surface derivative and endpoint tests
rng = np.random.default_rng(4)
probe = np.array([0.37, 0.22, -0.13])
h = 1e-5
fd_gradient = np.array([(energy(probe + h * e) - energy(probe - h * e))
                        / (2 * h) for e in np.eye(3)])
assert np.allclose(fd_gradient, gradient(probe), atol=1e-7)

roots = np.sort(np.roots([4 * B / A**4, 0, -4 * B / A**2, TILT]).real)
stationary = np.array([[x, *valley(x)] for x in roots])
reactant = minimize(energy, [-A, 0, 0], jac=gradient,
                    method="BFGS", options={"gtol": 1e-8}).x
product = minimize(energy, [A, 0, 0], jac=gradient,
                   method="BFGS", options={"gtol": 1e-8}).x
assert np.allclose(reactant, stationary[0], atol=1e-5)
assert np.allclose(product, stationary[2], atol=1e-5)
saddle = stationary[1]
barrier_reference = energy(saddle) - energy(stationary[0])

# Kernel derivatives against differences of the scalar kernel
p, r, test_ell, h = np.array([.2, -.3, .5]), np.array([-.4, .1, .2]), .8, 1e-3


def scalar_kernel(a, b):
    return OFFSET + np.exp(-np.sum((a - b)**2) / (2 * test_ell**2))


block = covariance(p[None], r[None], test_ell)
for i, ei in enumerate(np.eye(3)):
    left = (scalar_kernel(p + h * ei, r) - scalar_kernel(p - h * ei, r)) / (2*h)
    right = (scalar_kernel(p, r + h * ei) - scalar_kernel(p, r - h * ei)) / (2*h)
    assert abs(left - block[i + 1, 0]) < 2e-5
    assert abs(right - block[0, i + 1]) < 2e-5
    for j, ej in enumerate(np.eye(3)):
        mixed = sum(s * t * scalar_kernel(p + s*h*ei, r + t*h*ej)
                    for s in (-1, 1) for t in (-1, 1)) / (4 * h**2)
        assert abs(mixed - block[i + 1, j + 1]) < 2e-5

# GP conditioning, gradient consistency and likelihood scale
training = rng.uniform(-1, 1, (4, 3))
gp_test = EnergyForceGP(training, energy(training), gradient(training))
target = np.array([[0.15, 0.25, -0.2]])
K_dt = covariance(training, target, gp_test.ell)
K_tt = covariance(target, target, gp_test.ell)
precision = np.linalg.inv(np.block([[gp_test.K, K_dt], [K_dt.T, K_tt]]))
nd = len(gp_test.y)
post_cov = np.linalg.inv(precision[nd:, nd:])
post_mean = -post_cov @ precision[nd:, :nd] @ gp_test.y
mean_e, mean_g = gp_test.predict(target)
assert np.allclose(post_mean, np.r_[mean_e, mean_g[0]], rtol=1e-5, atol=1e-5)
joint_u = gp_test.sigma * np.sqrt(np.trace(post_cov[1:, 1:]))
assert np.isclose(joint_u, gp_test.force_std(target)[0], rtol=1e-4)
h = 1e-4
fd_mean = np.array([(gp_test.predict(target + h * e)[0][0]
                     - gp_test.predict(target - h * e)[0][0]) / (2 * h)
                    for e in np.eye(3)])
assert np.allclose(fd_mean, mean_g[0], atol=1e-5)
assert gp_test.force_std(training).max() < 2e-4 * gp_test.sigma


def negative_log_likelihood(log_variance):
    C = np.exp(log_variance) * gp_test.K
    return 0.5 * (gp_test.y @ np.linalg.solve(C, gp_test.y)
                  + np.linalg.slogdet(C)[1])


scale_fit = minimize_scalar(negative_log_likelihood, bounds=(-15, 15),
                            method="bounded", options={"xatol": 1e-8})
assert abs(scale_fit.x - 2 * np.log(gp_test.sigma)) < 1e-3

# Accelerated searches and direct reference searches
learned = gp_band(reactant, product, "uncertainty")
cyclic = gp_band(reactant, product, "cyclic")
assert learned["converged"]
direct = []
for step in (0.03, 0.05, 0.07, 0.09):
    _, calls, success = direct_band(reactant, product, IMAGES, step)
    if success:
        direct.append((calls, step))
assert direct
direct_calls, direct_step = min(direct)
assert learned["calls"] < direct_calls

path = learned["path"]
relative_energy = energy(path) - energy(reactant)
_, residual = band_forces(path, relative_energy, gradient(path), True)
assert residual.max() < FORCE_TOL
top = 1 + int(np.argmax(relative_energy[1:-1]))
climber = path[top]
barrier = relative_energy[top]
force_top = np.linalg.norm(gradient(climber))

# Physical Hessian certificate and barrier error estimate
h = 1e-4
hessian = np.column_stack([(gradient(climber + h * e)
                            - gradient(climber - h * e)) / (2 * h)
                           for e in np.eye(3)])
eigenvalues, modes = np.linalg.eigh((hessian + hessian.T) / 2)
assert np.sum(eigenvalues < 0) == 1
error_estimate = force_top**2 / (2 * np.min(abs(eigenvalues)))
barrier_error = barrier - barrier_reference
assert abs(barrier_error) < 1.2 * error_estimate + 1e-9
assert np.linalg.norm(climber - saddle) < 0.01

# True steepest-descent path from the independently known saddle
trajectories, ends = [saddle[None]], []
for sign in (-1, 1):
    solution = solve_ivp(lambda t, R: -gradient(R), (0, 20),
                         saddle + sign * 0.01 * modes[:, 0],
                         t_eval=np.linspace(0, 20, 4001),
                         rtol=1e-8, atol=1e-10)
    trajectories.append(solution.y.T)
    ends.append(solution.y[:, -1])
ends = sorted(ends, key=lambda R: R[0])
assert np.allclose(ends[0], reactant, atol=1e-4)
assert np.allclose(ends[1], product, atol=1e-4)
descent = np.vstack(trajectories)


def path_deviation(band):
    return max(np.min(np.linalg.norm(descent - R, axis=1))
               for R in band[1:-1])


fine_path, _, fine_success = direct_band(reactant, product, 15, 0.05, True)
assert fine_success
deviation, fine_deviation = path_deviation(path), path_deviation(fine_path)
assert deviation < 0.15
assert fine_deviation < deviation

history = learned["history"]
false_convergence = [row for row in history
                     if row[5] < SURROGATE_TOL and row[6] > FORCE_TOL]
assert false_convergence

# Results
print(f"B={B} eV, a={A} A, tilt={TILT} eV/A, bow={BOW} A")
print(f"gate opening={GATE_OPENING} A, gate width={GATE_WIDTH} A")
print(f"k_y={K_Y}, k_q={K_Q}, band spring={SPRING} eV/A^2")
print(f"movable images={IMAGES}, physical tolerance={FORCE_TOL} eV/A")
print(f"surrogate tolerance={SURROGATE_TOL} eV/A")
print(f"uncertainty gate={UNCERTAINTY_GATE}, climb gate={CLIMB_GATE} eV/A")
print(f"descent step={STEP} A^2/eV, step cap={STEP_CAP} A")
print(f"round displacement cap={MOVE_CAP} A")
print(f"GP offset={OFFSET}, scaled diagonal term={JITTER:.0e}")
print(f"length-scale grid={ELL_GRID[0]:.1f} to {ELL_GRID[-1]:.1f} A, "
      f"{len(ELL_GRID)} values")
print("reactant x,y,q (A):", np.array2string(reactant, precision=4))
print("product x,y,q (A):", np.array2string(product, precision=4))
print("round calls climb ell(A) max_u model_res true_res (eV/A)")
shown = np.unique(np.linspace(0, len(history) - 1,
                              min(12, len(history))).astype(int))
for index in shown:
    n, calls, climb, ell, u, model, true = history[index]
    print(f"{n:3d} {calls:3d} {climb:1d} {ell:.3f} "
          f"{u:.5f} {model:.5f} {true:.5f}")
print(f"rounds={len(history)}, full physical tests={learned['verifications']}")
print(f"model-converged but physically failed rounds={len(false_convergence)}")
first = false_convergence[0]
print(f"first such round={first[0]}: model={first[5]:.5f}, "
      f"physical={first[6]:.5f} eV/A")
errors = learned["errors"]
print(f"single calls={len(errors)}, force error <= 2u in "
      f"{np.sum(errors[:, 0] <= 2 * errors[:, 1])}")
print("image x(A) y(A) q(A) energy(eV) physical_residual(eV/A)")
for i in range(1, IMAGES + 1):
    print(f"{i} {path[i,0]:.4f} {path[i,1]:.4f} {path[i,2]:.4f} "
          f"{relative_energy[i]:.5f} {residual[i-1]:.5f}")
print(f"largest final physical residual={residual.max():.5f} eV/A")
print("reference saddle x,y,q (A):", np.array2string(saddle, precision=5))
print(f"climber distance from saddle={np.linalg.norm(climber-saddle):.6f} A")
print("Hessian eigenvalues (eV/A^2):",
      np.array2string(eigenvalues, precision=4))
print(f"barrier from band={barrier:.6f} eV")
print(f"barrier from cubic root={barrier_reference:.6f} eV")
print(f"barrier error={barrier_error:.2e} eV, estimate={error_estimate:.2e} eV")
to_kj_mol = constants.e * constants.N_A / 1000
print(f"barrier from band={barrier * to_kj_mol:.3f} kJ/mol")
print(f"reverse barrier={barrier-relative_energy[-1]:.6f} eV")
print(f"path deviation: 7 images={deviation:.4f} A, 15={fine_deviation:.4f} A")
print(f"physical calls, uncertainty selection={learned['calls']}")
print(f"physical calls, cyclic selection={cyclic['calls']}, "
      f"converged={cyclic['converged']}")
print(f"physical calls, direct band={direct_calls}, "
      f"best step={direct_step} A^2/eV")
print(f"direct/GP call ratio={direct_calls / learned['calls']:.2f}")
print(f"extra gradient calls for Hessian={2 * len(climber)}")
print("every check passed")
```

It prints:

```
B=0.8 eV, a=1.2 A, tilt=0.1 eV/A, bow=0.6 A
gate opening=0.3 A, gate width=0.5 A
k_y=6.0, k_q=8.0, band spring=5.0 eV/A^2
movable images=7, physical tolerance=0.01 eV/A
surrogate tolerance=0.002 eV/A
uncertainty gate=0.02, climb gate=0.2 eV/A
descent step=0.05 A^2/eV, step cap=0.2 A
round displacement cap=0.3 A
GP offset=10.0, scaled diagonal term=1e-08
length-scale grid=0.4 to 2.0 A, 17 values
reactant x,y,q (A): [-1.2219 -0.0221  0.0151]
product x,y,q (A): [1.1768 0.0229 0.0188]
round calls climb ell(A) max_u model_res true_res (eV/A)
  1   3 0 0.598 1.43175 4.35436 2.94061
  2   4 0 0.661 1.53292 3.29868 1.84451
  3   5 0 0.731 1.34760 0.71807 1.21416
  4   6 0 0.661 1.30284 0.00200 1.26028
  5   7 0 0.731 0.56580 0.00193 0.32482
  6   8 0 0.661 0.65484 0.00182 0.69517
  8  10 1 0.731 0.20757 0.00192 0.12241
  9  11 1 0.731 0.07900 0.00187 0.07971
 10  12 1 0.661 0.08524 0.00187 0.11488
 11  13 1 0.661 0.04449 0.00153 0.04280
 12  14 1 0.661 0.02825 0.00176 0.02144
 14  16 1 0.661 0.01056 0.00179 0.00791
rounds=14, full physical tests=1
model-converged but physically failed rounds=10
first such round=4: model=0.00200, physical=1.26028 eV/A
single calls=13, force error <= 2u in 13
image x(A) y(A) q(A) energy(eV) physical_residual(eV/A)
1 -0.9778 0.2587 0.0635 0.12489 0.00125
2 -0.6723 0.4575 0.1531 0.44079 0.00561
3 -0.3269 0.5660 0.2532 0.77488 0.00112
4 0.0448 0.5986 0.2979 0.92336 0.00791
5 0.3735 0.5549 0.2399 0.81215 0.00078
6 0.6792 0.4492 0.1462 0.56664 0.00336
7 0.9522 0.2696 0.0650 0.33381 0.00109
largest final physical residual=0.00791 eV/A
reference saddle x,y,q (A): [0.04506 0.59915 0.29878]
climber distance from saddle=0.001068 A
Hessian eigenvalues (eV/A^2): [-2.2169  6.006   8.018 ]
barrier from band=0.923360 eV
barrier from cubic root=0.923356 eV
barrier error=4.02e-06 eV, estimate=1.41e-05 eV
barrier from band=89.091 kJ/mol
reverse barrier=0.683403 eV
path deviation: 7 images=0.0142 A, 15=0.0081 A
physical calls, uncertainty selection=23
physical calls, cyclic selection=25, converged=True
physical calls, direct band=100, best step=0.09 A^2/eV
direct/GP call ratio=4.35
extra gradient calls for Hessian=6
every check passed
```
